# The retarded two-photon potential from its t-channel cut, part 1

(Sections cited here and not found follow in the second part.)

## The static law from the two-photon cut

Q: Two neutral systems A and B sit far apart in empty space. Before any exchange of photons is discussed, what do you assume about them?

A: Each is held at rest, is isotropic and non-degenerate, and has no permanent electric or magnetic moment. A slowly varying field then changes its energy by

$$H=-\tfrac12\alpha\,\mathbf E^2-\tfrac12\beta\,\mathbf B^2 .$$

This defines the static polarizabilities $\alpha$ and $\beta$. The fields are Gaussian, so both are volumes, and $\beta$ may have either sign. A magnetizability defined with the SI-type atomic unit of magnetic field must be divided by $c^2$ first.

For the derivation I use Heaviside-Lorentz fields, whose energy density is $\frac12(\mathbf E^2+\mathbf B^2)$, and set $\hbar=c=1$. A Gaussian field is $\sqrt{4\pi}$ times a Heaviside-Lorentz one, so

$$H_A=-2\pi(\alpha_A\mathbf E^2+\beta_A\mathbf B^2)\quad\text{at the position of A},$$

and likewise for B. The separation $R$ is taken large compared with the sizes of the systems and with the wavelengths of their transitions. That second condition needs a proper examination later.

Q: How does an interaction energy come out of two such terms?

A: By second-order perturbation theory on the photon vacuum. The terms with one factor $H_A$ and one factor $H_B$ are

$$V=-\sum_{n\ne0}\frac{\langle0|H_A|n\rangle\langle n|H_B|0\rangle+\langle0|H_B|n\rangle\langle n|H_A|0\rangle}{E_n}.$$

The remaining terms do not depend on $R$. Now write $1/E_n=\int_0^\infty d\tau\,e^{-E_n\tau}$. The exponential is evolution in imaginary time $\tau$. The two orderings supply the two halves of the time axis:

$$V(R)=-\int_{-\infty}^{\infty}d\tau\,\langle H_A(\mathbf 0,0)\,H_B(\mathbf R,\tau)\rangle .$$

The product is time-ordered, and the product of separate vacuum averages is left out. Each $H$ is quadratic in the free field, so the states $n$ that contribute hold two photons. The result is of first order in the polarizabilities of each system.

Q: You could evaluate that correlator directly. What is gained by cutting it?

A: The cut shows which photon pairs are exchanged. Define

$$S=\mathbf E^2-\mathbf B^2,\qquad W=\mathbf E^2+\mathbf B^2 .$$

Then

$$\alpha\mathbf E^2+\beta\mathbf B^2=\tfrac12(\alpha-\beta)S+\tfrac12(\alpha+\beta)W .$$

The coefficient of $\mathbf E^2$ on the right is $\frac12(\alpha-\beta+\alpha+\beta)=\alpha$, and that of $\mathbf B^2$ is $\frac12(-\alpha+\beta+\alpha+\beta)=\beta$. $S$ is a Lorentz scalar. $W$ is twice the energy density, so $W=2T_{\mu\nu}u^\mu u^\nu$, where $T_{\mu\nu}$ is the stress tensor and $u=(1,\mathbf 0)$ is the four-velocity of the two systems. The metric is $(+,-,-,-)$.

Q: Take the scalar first. How does its correlator turn into a potential?

A: Group the intermediate states by their total momentum $P$, with $P^2=t$, and define the spectral density $\rho$ by

$$\sum_n(2\pi)^4\delta^4(P-P_n)\,|\langle0|S|n\rangle|^2=2\pi\rho_S(t).$$

Integrating over $P$ with $d^4P=dt\,d^3P/(2E)$, where $E=\sqrt{\mathbf P^2+t}$, gives

$$\langle S\,S\rangle=\int_0^\infty dt\,\rho_S(t)\,D_t,\qquad D_t(\mathbf R,\tau)=\int\frac{d^3P}{(2\pi)^3\,2E}\,e^{i\mathbf P\cdot\mathbf R-E|\tau|}.$$

$D_t$ is the propagator of a particle of mass $\sqrt t$. Since $\int d\tau\,e^{-E|\tau|}=2/E$,

$$\int_{-\infty}^{\infty}d\tau\,D_t=\int\frac{d^3P}{(2\pi)^3}\frac{e^{i\mathbf P\cdot\mathbf R}}{\mathbf P^2+t}=\frac{e^{-\sqrt t\,R}}{4\pi R}.$$

The photon pair therefore acts as a continuous superposition of Yukawa exchanges, with masses starting at zero.

Q: Where is the t-channel in this? The systems never annihilate into photons.

A: They exchange a momentum $\mathbf q$ and no energy, so the invariant momentum transfer is $-\mathbf q^2$. In momentum space each Yukawa term is $1/(t+\mathbf q^2)$. The amplitude, continued in the invariant transfer, has a cut along positive $t$, and $\rho(t)$ is its discontinuity up to a constant factor. On the cut the invariant is that of a real photon pair of mass $\sqrt t$. The integral of $\rho(t)/(t+\mathbf q^2)$ needs subtractions, because $\rho$ will turn out to grow as $t^2$. The subtractions are polynomials in $\mathbf q^2$. Their Fourier transforms live at $R=0$, so they do not affect the potential at finite separation.

Q: The tensor part worries me more. Its spectral function depends on $u$ as well as on $t$.

A: It does, but as a polynomial. The field strengths are gauge invariant, so the polarization sums can be replaced by metric tensors, and what remains is a phase-space integral of products of four photon momenta. Phase space for two massless particles is dimensionless and Lorentz invariant. By covariance and dimension,

$$\rho_W=c_0t^2+c_1t\,(u\cdot P)^2+c_2(u\cdot P)^4$$

with pure numbers $c_i$. For the real $u$ of the static systems, $u\cdot P=E$. In the correlator each factor $E^2$ becomes $\partial_\tau^2$ acting on $D_t$. For $R>0$ this function is smooth in $\tau$ and vanishes at both ends of the time axis, so the integral of its derivative is zero. The time integral keeps $c_0t^2$, which is the value of the polynomial at $u\cdot P=0$. The same argument holds for the product of $S$ and $W$, whose spectral function is $t$ times a combination of $t$ and $(u\cdot P)^2$.

Q: But $P$ is timelike. No real velocity is orthogonal to it.

A: A complex one is. A polynomial is fixed by its coefficients, and I may find $c_0$ at any $u$ with $u^2=1$ and $u\cdot P=0$. In the rest frame of the pair, $P=(\sqrt t,\mathbf 0)$, choose

$$u=(0,i\mathbf n),\qquad \mathbf n^2=1,\qquad u^2=0-(i\mathbf n)^2=1 .$$

The tensor elements and their complex conjugates are formed first, and both are then contracted with this same $u$, without conjugating it. From here to the end of the cut, $\mathbf E$ and $\mathbf B$ mean the fields in the pair frame. With

$$T_{ij}=-E_iE_j-B_iB_j+\tfrac12\delta_{ij}(\mathbf E^2+\mathbf B^2)$$

one finds

$$W\to-2T_{ij}n_in_j=2(\mathbf E\cdot\mathbf n)^2+2(\mathbf B\cdot\mathbf n)^2-\mathbf E^2-\mathbf B^2 .$$

Q: Then show me the amplitudes, with the signs.

A: The photons have frequency $\omega=\sqrt t/2$, directions $\hat{\mathbf k}$ and $-\hat{\mathbf k}$, and real polarizations $\boldsymbol\epsilon_1,\boldsymbol\epsilon_2$. With states normalized to $(2\pi)^32\omega$, their fields are

$$\mathbf e_1=i\omega\boldsymbol\epsilon_1,\quad \mathbf b_1=i\omega\hat{\mathbf k}\times\boldsymbol\epsilon_1,\quad \mathbf e_2=i\omega\boldsymbol\epsilon_2,\quad \mathbf b_2=-i\omega\hat{\mathbf k}\times\boldsymbol\epsilon_2 .$$

The opposite direction of the second photon gives the scalar products opposite signs:

$$\mathbf e_1\cdot\mathbf e_2=-\omega^2\boldsymbol\epsilon_1\cdot\boldsymbol\epsilon_2,\qquad \mathbf b_1\cdot\mathbf b_2=+\omega^2\boldsymbol\epsilon_1\cdot\boldsymbol\epsilon_2 .$$

In a square of the field, either factor can absorb either photon, which gives a factor 2. Hence

$$\langle0|S|\gamma\gamma\rangle=2(-\omega^2-\omega^2)\,\boldsymbol\epsilon_1\cdot\boldsymbol\epsilon_2=-t\,\boldsymbol\epsilon_1\cdot\boldsymbol\epsilon_2 .$$

In $W$ the terms $\mathbf E^2+\mathbf B^2$ cancel, and the other two give

$$\langle0|W|\gamma\gamma\rangle=-t\left[(\boldsymbol\epsilon_1\cdot\mathbf n)(\boldsymbol\epsilon_2\cdot\mathbf n)-(\hat{\mathbf k}\times\boldsymbol\epsilon_1\cdot\mathbf n)(\hat{\mathbf k}\times\boldsymbol\epsilon_2\cdot\mathbf n)\right].$$

Q: What do the polarization sums give?

A: Let $\theta$ be the angle between $\hat{\mathbf k}$ and $\mathbf n$, and $s=\sin\theta$. Take $\mathbf a$ in the plane of $\hat{\mathbf k}$ and $\mathbf n$, with $\mathbf a\cdot\mathbf n=s$, and $\mathbf b=\hat{\mathbf k}\times\mathbf a$, with $\mathbf b\cdot\mathbf n=0$. Then $\hat{\mathbf k}\times\mathbf b=-\mathbf a$.

- For the pair $(\mathbf a,\mathbf a)$: $S=-t$ and $W=-ts^2$.
- For the pair $(\mathbf b,\mathbf b)$: $S=-t$ and $W=+ts^2$.
- For the two crossed pairs both amplitudes vanish.

Therefore

$$\sum|S|^2=2t^2,\qquad \sum WW=2t^2s^4,\qquad \sum SW=t^2s^2-t^2s^2=0 .$$

Q: Is that last zero an accident of the chosen basis?

A: No. The scalar amplitude has the pattern $\mathbf a\mathbf a+\mathbf b\mathbf b$, which does not change when the polarizations are rotated about $\hat{\mathbf k}$. It belongs to pairs with angular momentum 0 along that axis. The tensor amplitude has the pattern $\mathbf a\mathbf a-\mathbf b\mathbf b$, which changes sign under a quarter turn and belongs to angular momentum $\pm2$. States with different angular momentum along $\hat{\mathbf k}$ are orthogonal.

Q: Now the normalization. I want to see each factor of $\pi$.

A: The two-photon phase space is

$$\int\frac{d^3k}{(2\pi)^6\,4\omega^2}(2\pi)^4\delta(\sqrt t-2\omega)=\frac1{16\pi^2}\int d\Omega\,d\omega\,\delta(\sqrt t-2\omega)=\frac1{32\pi^2}\int d\Omega .$$

This is $1/(8\pi)$ times the average over directions. Identical photons bring a factor $\frac12$. Thus

$$2\pi\rho_S=\frac12\cdot\frac1{8\pi}\cdot2t^2,\qquad \rho_S=\frac{t^2}{16\pi^2}.$$

For the tensor part we need, with $x=\cos\theta$,

$$\langle\sin^4\theta\rangle=\int_0^1(1-2x^2+x^4)\,dx=1-\tfrac23+\tfrac15=\tfrac8{15},$$

so $\rho_W=\frac8{15}\rho_S$ at $u\cdot P=0$.

Q: And the potential?

A: In terms of $S$ and $W$, $H_A=-\pi[(\alpha_A-\beta_A)S+(\alpha_A+\beta_A)W]$. Two such factors give $\pi^2$, and there is no cross term:

$$V=-\pi^2\left[(\alpha_A-\beta_A)(\alpha_B-\beta_B)+\tfrac8{15}(\alpha_A+\beta_A)(\alpha_B+\beta_B)\right]\int_0^\infty dt\,\frac{t^2}{16\pi^2}\frac{e^{-\sqrt t R}}{4\pi R}.$$

With $t=m^2$,

$$\int_0^\infty dt\,t^2e^{-\sqrt tR}=2\int_0^\infty dm\,m^5e^{-mR}=\frac{2\cdot5!}{R^6}=\frac{240}{R^6}.$$

Since $240/16=15$,

$$V=-\frac1{4\pi R^7}\left[15(\alpha_A-\beta_A)(\alpha_B-\beta_B)+8(\alpha_A+\beta_A)(\alpha_B+\beta_B)\right].$$

The products $\alpha_A\alpha_B$ and $\beta_A\beta_B$ receive $15+8=23$. The products $\alpha_A\beta_B$ and $\beta_A\alpha_B$ receive $-15+8=-7$. An energy built from two volumes and $R^{-7}$ needs one factor $\hbar c$, so in Hartree units

$$V(R)=-\frac{c}{4\pi R^7}\left[23(\alpha_A\alpha_B+\beta_A\beta_B)-7(\alpha_A\beta_B+\beta_A\alpha_B)\right].$$

This is the Feinberg-Sucher potential.

Q: Why should an electrically polarizable system repel a magnetically polarizable one?

A: Take both polarizabilities positive. The tensor pairs couple to $\alpha+\beta$, so they attract. The scalar pairs couple to $\alpha-\beta$, which has opposite signs in the two systems, so they repel. The scalar weight 15 exceeds the tensor weight 8, and repulsion wins by 7. If $\beta$ is negative, the mixed product attracts.

## Retardation, limits of the law, and numbers

Q: I now want to attack the static polarizabilities. First restate what you are carrying over.

A: Systems A and B at distance $R$ have static polarizabilities $\alpha$ (electric) and $\beta$ (magnetic), both Gaussian volumes. They exchange photon pairs of squared mass $t=m^2$. In the pair's rest frame the photons leave back to back at an angle $\theta$ to the unit vector $\mathbf n$, with $s=\sin\theta$ and $x=\cos\theta$, and the systems' velocity is continued to $u=(0,i\mathbf n)$. The amplitude sums are $2t^2$ for $S=\mathbf E^2-\mathbf B^2$, $2t^2s^4$ for $W=\mathbf E^2+\mathbf B^2$, and zero for their product. They led to $V=-(c/4\pi R^7)$ times a bracket with weight 23 for like products and $-7$ for mixed ones.

Q: Real polarizabilities depend on frequency. Which frequency does a system see on the cut?

A: It sees $u\cdot k$. For the two photons this is $\mp i\frac{\sqrt t}2\cos\theta$. The frequencies are imaginary and add to zero, as they must when no energy is transferred. The polarizability is even in frequency, so what enters is $\alpha(ic\xi)$ with $\xi=\frac12m|x|$.

For the electric product, $\mathbf E^2=\frac12(S+W)$, whose amplitude sum is $\frac14(2t^2+2t^2s^4)=\frac12t^2(1+s^4)$. The prefactors are $(2\pi)^2$ from the two couplings, $\frac12$ for identical photons, $1/(8\pi)$ for phase space and $1/(2\pi)$ from the definition of $\rho$. Their product is $\frac18$. With the $\frac12$ of the amplitude sum and the Yukawa factor $1/(4\pi R)$,

$$V_{EE}=-\frac{c}{64\pi R}\int_0^\infty dt\,t^2e^{-\sqrt tR}\int_0^1dx\,[1+(1-x^2)^2]\,\alpha_A(ic\xi)\,\alpha_B(ic\xi).$$

For a mixed product, $\mathbf B^2=\frac12(W-S)$ in one factor. This replaces the square bracket by $(1-x^2)^2-1$.

The two-photon cut has given the static law, with weights 23 and $-7$, and a formula for polarizabilities that depend on frequency. It remains to test whether the complex velocity is justified in that formula, and to find the limits of the static law and some numerical values.
